# Second-order hopping in the strong-coupling Holstein chain

## Problem

One spinless electron moves on an infinite chain with one oscillator per site. In atomic units ($\hbar=1$), with the lattice spacing as unit of length and energies measured from the phonon zero point,

$$H=-t\sum_i\left(c_i^\dagger c_{i+1}+\text{h.c.}\right)+\omega\sum_i b_i^\dagger b_i-g\omega\sum_i n_i\,(b_i+b_i^\dagger),\qquad n_i=c_i^\dagger c_i .$$

Define $E_p=g^2\omega$. The temperature is zero and $t\ll E_p$.

**(a)** Find the ground states at $t=0$ and the band to first order in $t$.

**(b)** Find the band to second order in $t$, with all phonon sums explicit.

**(c)** Let $g^2\to\infty$ with $t$ and $E_p$ fixed. What does the $k$-independent second-order lowering become, and how quickly is the limit approached?

**(d)** Estimate the next order, and test the results on a four-site ring with $t=0.05$ eV, $\omega=0.05$ eV and $E_p=0.5$ eV.

## Hints

1. At $t=0$, complete the square on the occupied site.
2. Move to a frame in which each oscillator is measured from its equilibrium position for the current electron site. Hopping then carries displacement operators on two sites.
3. The zero-phonon states are degenerate, so second-order intermediate states must contain at least one phonon.
4. Distinguish a hop out and back from two hops in the same direction. Ask which phonons the second hop can absorb.
5. For the limit, differentiate the phonon sum with respect to its argument.
6. For the next order, replace the oscillators by classical displacements.

## Solution

### (a) The dressed electron

With the electron on site $i$, that site's oscillator has the Hamiltonian

$$\omega b_i^\dagger b_i-g\omega(b_i+b_i^\dagger)=\omega(b_i^\dagger-g)(b_i-g)-g^2\omega .$$

The lowest energy is $-E_p$, the same for every $i$, and the oscillator is displaced by $g$.

Let $D_i=e^{g(b_i^\dagger-b_i)}$. Since $[b_i,b_i^\dagger-b_i]=1$, differentiating $D_i^\dagger b_iD_i$ with respect to $g$ gives 1, so $D_i^\dagger b_iD_i=b_i+g$. On the one-electron space the operator $W=\sum_i|i\rangle\langle i|D_i$ is unitary. For an electron on site $i$ it gives

$$D_i^\dagger\left[\omega b_i^\dagger b_i-g\omega(b_i+b_i^\dagger)\right]D_i
=\omega(b_i^\dagger+g)(b_i+g)-g\omega(b_i+b_i^\dagger+2g)=\omega b_i^\dagger b_i-g^2\omega .$$

The linear terms cancel, and the constants are $g^2\omega-2g^2\omega$. This is the Lang-Firsov transformation. The transformed Hamiltonian is $H_0+T$ with

$$H_0=-E_p+\omega\sum_i b_i^\dagger b_i,\qquad T=-t\sum_i\sum_{j=i\pm1}|j\rangle\langle i|\,D_j^\dagger D_i .$$

To find the matrix elements, write $D=e^{-g^2/2}e^{gb^\dagger}e^{-gb}$. The prefactor is $e^{-[X,Y]/2}$ with $X=gb^\dagger$, $Y=-gb$ and $[X,Y]=g^2$. Therefore

$$\langle n|D|0\rangle=e^{-g^2/2}\frac{g^n}{\sqrt{n!}},\qquad \langle n|D^\dagger|0\rangle=e^{-g^2/2}\frac{(-g)^n}{\sqrt{n!}} .$$

Between zero-phonon states, each of the two displaced sites contributes $e^{-g^2/2}$, so the hopping element is $-te^{-g^2}$. In plane waves the first-order band is

$$E^{(1)}(k)=-E_p-2te^{-g^2}\cos k .$$

### (b) Second order

Let $P$ project on the zero-phonon states and $Q=1-P$. The $Q$ part of the Schrödinger equation is $(E-H_0-QTQ)Q\psi=QTP\psi$. To lowest order $QTQ$ is dropped and $E$ is replaced by $-E_p$; both changes affect the energy from order $t^3$ on. A state with $n$ phonons in total has $H_0=-E_p+n\omega$, so inserting $Q\psi$ in the $P$ part gives

$$H_2=-PTQ\,\frac{1}{n\omega}\,QTP .$$

**Out and back.** Let the electron hop from $i$ to a neighbour $j$, leaving $m$ phonons on $i$ and $p$ on $j$. The squared amplitude is

$$t^2e^{-2g^2}\frac{g^{2m}}{m!}\frac{g^{2p}}{p!}.$$

At fixed $n=m+p$ the binomial theorem gives $\sum_m 1/[m!(n-m)!]=2^n/n!$. With $S=2g^2$, the probability of $n$ phonons is therefore $e^{-S}S^n/n!$, a Poisson distribution of mean $S$. The return hop has the conjugate amplitude. Two neighbours lower the on-site energy by

$$A=\frac{2t^2}{\omega}e^{-2g^2}F(2g^2),\qquad F(x)=\sum_{n\ge1}\frac{x^n}{n\,n!}.$$

**Two hops in one direction.** For $i\to i+1\to i+2$ the second hop acts on the oscillators at $i+1$ and $i+2$. Phonons left on $i$ would remain, so a zero-phonon final state requires all $n$ phonons to be on the middle site. The two amplitudes are

$$-te^{-g^2}\frac{(-g)^n}{\sqrt{n!}}\quad\text{and}\quad -te^{-g^2}\frac{(-g)^n}{\sqrt{n!}},$$

where the second uses $\langle0|D|n\rangle=\langle n|D^\dagger|0\rangle$ for real elements. The signs cancel in the product. The effective hop over two sites is $-B$, with

$$B=\frac{t^2}{\omega}e^{-2g^2}F(g^2).$$

The hops to $i+2$ and $i-2$ together contribute $-B(e^{2ik}+e^{-2ik})$. The band through second order is

$$\boxed{E(k)=-E_p-A-2te^{-g^2}\cos k-2B\cos2k.}$$

### (c) The many-phonon limit

Measure $A$ in units of $t^2/E_p=2t^2/(S\omega)$:

$$R(S)=\frac{A}{t^2/E_p}=Se^{-S}F(S).$$

Differentiating the series term by term gives $F'(S)=\sum_{n\ge1}S^{n-1}/n!=(e^S-1)/S$. Both $F(S)$ and $e^S/S$ diverge as $S\to\infty$, so l'Hôpital's rule applies:

$$\lim_{S\to\infty}R=\lim_{S\to\infty}\frac{(e^S-1)/S}{e^S/S-e^S/S^2}=\lim_{S\to\infty}\frac{1-e^{-S}}{1-1/S}=1 .$$

Hence

$$\boxed{A\to\frac{t^2}{E_p}\qquad(g^2\to\infty,\ t\text{ and }E_p\text{ fixed}).}$$

Each neighbour supplies $t^2/(2E_p)$.

For the rate of approach, consider the trial function $e^S(1/S+1/S^2+2/S^3)$. Its derivative is

$$e^S\left(\frac1S+\frac1{S^2}+\frac2{S^3}-\frac1{S^2}-\frac2{S^3}-\frac6{S^4}\right)=e^S\left(\frac1S-\frac6{S^4}\right).$$

This differs from $F'$ by terms of order $e^S/S^4$ and $1/S$. Integration leaves a relative error of order $1/S^3$, so

$$R=1+\frac1S+\frac2{S^2}+O(S^{-3}).$$

The limit is approached from above.

The physical reason is the energy of the intermediate state. Its mean phonon energy is $S\omega=2E_p$. In a static picture, the electron leaves while the lattice stays deformed: the energy goes from $-E_p$ to the bare strain energy $+E_p$, a vertical cost of $2E_p$. The $1/S$ correction comes from the Poisson spread. Expanding $1/n$ about $S$ with variance $S$ gives $\langle1/n\rangle\approx(1/S)(1+S/S^2)$.

The two-site hop behaves differently. Since $F(g^2)\to e^{g^2}/g^2$, one finds $B\to(t^2/E_p)e^{-g^2}$. Motion to a new site requires the lattice to overlap with its displaced form, whereas a virtual excursion returns to the original deformation. Strong dressing therefore suppresses the coherent band exponentially but leaves the on-site gain finite.

At weak dressing $F(S)\approx S$, so $R\approx S^2$ and the limiting formula fails. Computed values are:

| $g^2$ | $A/(t^2/E_p)$ |
|---:|---:|
| 0.5 | 0.485 |
| 1 | 0.997 |
| 2 | 1.294 |
| 5 | 1.130 |
| 10 | 1.056 |
| 50 | 1.010 |

The near-unit value at $g^2=1$ is a crossing, not the onset of the limit: the ratio then rises to about 1.295 near $g^2=2.1$ before it falls.

### (d) The next order and the ring

**Static estimate.** Replace $b_i$ by a real number $u_i$ and let the electron have real amplitudes $\psi_i$. The lattice energy $\omega u_i^2-2g\omega\psi_i^2u_i$ is least at $u_i=g\psi_i^2$, where it equals $-E_p\psi_i^4$. Thus

$$E_{\rm st}=-2t\sum_i\psi_i\psi_{i+1}-E_p\sum_i\psi_i^4 .$$

On the chain let $\psi_{\pm1}=\varepsilon$ and $\psi_{\pm2}=\delta$, with $\varepsilon=O(t)$ and $\delta=O(t^2)$. Normalization gives $\psi_0^2=1-2\varepsilon^2-2\delta^2$. Through order $t^4$,

$$E_{\rm st}=-E_p-4t\varepsilon+4E_p\varepsilon^2+4t\varepsilon^3-6E_p\varepsilon^4-4t\varepsilon\delta+4E_p\delta^2 .$$

Here $4t\varepsilon^3$ comes from $\psi_0\approx1-\varepsilon^2$. The term $-6E_p\varepsilon^4$ combines $-4E_p\varepsilon^4$ from $\psi_0^4$ with $-2E_p\varepsilon^4$ from the neighbours.

The leading terms are least at $\varepsilon=t/(2E_p)$ and give $-t^2/E_p$, in agreement with (c). Corrections to $\varepsilon$ are of order $t^3$ and, because the energy is stationary, enter only at order $t^6$. Minimizing over $\delta$ gives $\delta=t\varepsilon/(2E_p)$ and the energy $-t^2\varepsilon^2/E_p$. The fourth-order sum is

$$\left(\frac12-\frac38-\frac14\right)\frac{t^4}{E_p^3}=-\frac{t^4}{8E_p^3}.$$

On a four-site ring the two outer sites are one site, reached from both sides. Its terms become $-4t\varepsilon\delta+2E_p\delta^2$, with minimum $-2t^2\varepsilon^2/E_p=-t^4/(2E_p^3)$. The sum is then $\frac12-\frac38-\frac12=-\frac38$. Numerical minimization at $t/E_p=0.05$ gives $-0.1252$ for a 21-site chain and $-0.3755$ for the ring.

**Why four sites suffice at second order.** The out-and-back process is the same as on the chain. The opposite site is reached by two routes, giving an element $-2B$. At the allowed values $k=0,\pm\pi/2,\pi$ the factor $e^{2ik}$ equals $\cos2k$, so the second-order band agrees with the chain.

The uniform mode $b_0=\frac12\sum_i b_i$ couples to the electron number, which is 1. Its terms $\omega b_0^\dagger b_0-\frac12g\omega(b_0+b_0^\dagger)$ give exactly $-E_p/4$. The other three modes and the electron are diagonalized in the original Hamiltonian, without the transformation or perturbation theory.

**Separating $A$ and $B$.** On the ring, the formula makes the average of the four band energies equal to $-E_p-A$, while $E(0)+E(\pi)-2E(\pi/2)=-8B$. For $g^2=1$ and $t/\omega=0.03$, in units of $\omega$:

- $A$: $8.97\times10^{-4}$ from both the ring and the formula, to the accuracy of the phonon basis used;
- $B$: ring $1.604\times10^{-4}$, formula $1.605\times10^{-4}$.

**Strong coupling.** For the stated parameters $g^2=0.5/0.05=10$ and $S=20$. The limit is

$$\frac{t^2}{E_p}=\frac{(0.05)^2}{0.5}=0.00500\ \text{eV}.$$

The finite-$g^2$ factor 1.056 raises this to $A=0.00528$ eV, or $1.94\times10^{-4}$ hartree. The first-order lowering at $k=0$ is $4.5\times10^{-6}$ eV, over a thousand times smaller.

The ring has ground energy $-0.5053127$ eV in a basis of 51,376 states. Enlarging the phonon basis changes it by less than $10^{-10}$ eV. Subtracting $E_p$ and the first-order term leaves

$$0.5053127-0.5000000-0.0000045=0.005308\ \text{eV}.$$

The second-order value $A+2B$ is 0.005280 eV, so the ring gain is 0.53% larger. This resolves the finite-$g^2$ correction: the bare limit lies about 6% below the ring.

With $t$ doubled and $\omega$, $E_p$ fixed, the ring gives 0.021575 eV and the formula 0.021121 eV. The excess grows from about $2.8\times10^{-5}$ to $4.5\times10^{-4}$ eV, a factor near $2^4$, as expected for a fourth-order term. The static ring estimate for the original $t$ is $1.9\times10^{-5}$ eV, about two thirds of the excess. Resolving the ring energies by momentum splits the excess into $2.6\times10^{-5}$ eV in the band average and $0.15\times10^{-5}$ eV in band terms beyond second order. In units of $t^4/E_p^3$ the first part is 0.71, 0.53 and 0.47 at $g^2=6$, 10 and 14 with $t$ and $E_p$ fixed, falling toward the static $\frac38$, so most of the rest is a finite-phonon correction to the fourth order. Neither part is derived analytically here.

A scan at fixed $t=0.005$ eV and $E_p=0.5$ eV, with $\omega=E_p/g^2$, shows the approach to the limit on the ring itself. The gain beyond first order, in units of $t^2/E_p$, is 1.373, 1.149 and 1.056 at $g^2=3$, 5 and 10. The formula $A+2B$ gives 1.366, 1.147 and 1.056.

The limit thus needs both $2g^2\gg1$ and $t\ll E_p$. The static calculation shows that the on-site gain does not also need $t\ll\omega$. It says nothing about the exponentially small band terms, for which the low-order formula degrades when $t$ is comparable with $\omega$: at $g^2=10$ the ring bandwidth $E(\pi)-E(0)$ is 1.3 times $4te^{-g^2}$ at $t=\omega$ and 2.9 times at $t=2\omega$.

## Variation 1: finite temperature

**Find the second-order lowering of the free energy at temperature $\mathcal T$.** Let $\beta=1/(k_B\mathcal T)$ and let $z$ be the number of neighbours. In the expansion of the partition function the first-order trace vanishes, because one hop changes the site. The second-order term gives

$$\Delta F=-\frac{zt^2}{2}\int_0^\beta G(\tau)\,d\tau .$$

For a thermal oscillator and $X=g(b^\dagger-b)$, the Gaussian average is $\langle e^{X(\tau)}e^{-X(0)}\rangle=\exp[\langle X^2\rangle-\langle X(\tau)X(0)\rangle]$. With $N=1/(e^{\beta\omega}-1)$, the two sites give

$$G(\tau)=\exp\left\{-S\left[2N+1-(N+1)e^{-\omega\tau}-Ne^{\omega\tau}\right]\right\}.$$

Because $G(\tau)=G(\beta-\tau)$, the lowering is $zt^2\int_0^{\beta/2}G\,d\tau$. At short times the exponent is $-S\omega\tau+\frac12S(2N+1)\omega^2\tau^2$. When $G$ decays well before $\beta/2$, integration gives

$$-\Delta F\approx\frac{zt^2}{2E_p}\left(1+\frac{2N+1}{S}\right).$$

Thermal phonons enlarge the correction. If $\beta\omega$ is held fixed as $S\to\infty$, the limit is unchanged. At fixed temperature and fixed $E_p$, however, $\omega=2E_p/S\to0$ and $2N+1\to2k_B\mathcal T/\omega$, so this leading correction tends to $k_B\mathcal T/E_p$ instead of vanishing, and further terms of the short-time expansion add higher powers of $k_B\mathcal T/E_p$. The total correction is then small only for $k_B\mathcal T\ll E_p$. This expansion also needs the coherent bandwidth to be small compared with $k_B\mathcal T$. Here the first-order bandwidth is $9.1\times10^{-6}$ eV. Higher orders enlarge it by about 30% at $t=\omega$, but it stays far below $k_B\mathcal T=0.0259$ eV at 300 K.

For the chain, the full integral gives 0.00542 eV, 2.6% above the zero-temperature $A$. A two-site model ($z=1$, $t=0.01$ eV, same $\omega$, $E_p$ and temperature) gives $1.0834\times10^{-4}$ eV both by diagonalization and from the integral.

## Variation 2: dispersive phonons

**Let $\omega_q^2=\omega_0^2(1+d\cos q)$, keep the force local, and hold the polaron energy at $E_p$. Find the limiting gain.** An electron at site 0 exerts a force $f$ and produces static displacements $x_j$. The relaxed energy is $-fx_0/2=-E_p$. Moving the electron to site 1 with the lattice fixed costs

$$f(x_0-x_1)=2E_p\left(1-\frac{x_1}{x_0}\right).$$

Two neighbours therefore give

$$A_\infty=\frac{t^2}{E_p(1-x_1/x_0)} .$$

Away from site 0 the force balance is $x_j+\frac d2(x_{j+1}+x_{j-1})=0$. Setting $x_j=x_0r^{|j|}$ gives $dr^2+2r+d=0$, whose decaying root is

$$\frac{x_1}{x_0}=r=\frac{\sqrt{1-d^2}-1}{d}.$$

For $d=0.2$, $r=-0.101$: the neighbour is displaced the opposite way, the vertical cost rises, and the gain falls from 0.00500 to 0.00454 eV. For $d=-0.2$ it rises to 0.00556 eV.

## The model beside real small polarons

The parameters are rough values for small polarons in narrow-band transition-metal oxides, where phonon quanta of some hundredths of an eV and polaron energies of some tenths of an eV are reasonable. They describe no particular compound. The hopping $t=0.05$ eV is chosen small so that $t\ll E_p$ holds; many oxides have transfer integrals of tenths of an eV, and the expansion in $t/E_p$ is then not controlled. Among the changes estimated here, the lattice geometry matters most: in a cubic lattice with six equal neighbours, the leading gain $zt^2/(2E_p)$ is $3t^2/E_p=0.015$ eV, three times the chain value. The expansion also converges more slowly there: the static fourth-order term is $-39t^4/(8E_p^3)$, 39 times the chain term and about 2% of the gain for these parameters. The assumed phonon dispersion moves the limiting gain by roughly 10%, and warming to 300 K moves $A$ by less than 3%. Long-range coupling, lattice-modulated hopping, anharmonicity, disorder and other carriers lie outside these estimates. The numerical output lists the computed values.

## Calculated quantities

```
hopping t = 0.050 eV
phonon quantum w = 0.050 eV
polaron energy Ep = 0.500 eV
dressing g^2 = 10.0 (dimensionless)
mean intermediate phonon number = 20.0000
mean intermediate phonon energy = 1.0000 eV
limit t^2/Ep = 0.005000 eV
finite-g^2 on-site gain A = 0.005280 eV
same gain A = 1.9403e-04 hartree
ratio A/(t^2/Ep) = 1.05596
series 1+1/S+2/S^2 = 1.05500
first-order lowering 2t exp(-g^2) = 4.540e-06 eV
second-neighbour amplitude B = 2.565e-07 eV
A/(t^2/Ep) at g^2 = 0.5: 0.48483
A/(t^2/Ep) at g^2 = 1.0: 0.99712
A/(t^2/Ep) at g^2 = 2.0: 1.29436
A/(t^2/Ep) at g^2 = 5.0: 1.13016
A/(t^2/Ep) at g^2 = 10.0: 1.05596
A/(t^2/Ep) at g^2 = 50.0: 1.01021
largest ratio = 1.2952 at g^2 = 2.08
band test, g^2 = 1, t/w = 0.03: energies in units of w
  A from ring = 8.96853e-04, formula = 8.97404e-04
  B from ring = 1.60351e-04, formula = 1.60523e-04
ring scan: t = 0.005 eV, Ep = 0.500 eV
  gain beyond first order, (A+2B), in units t^2/Ep:
  g^2 = 3: ring 1.37255, formula 1.36647
  g^2 = 5: ring 1.14921, formula 1.14741
  g^2 = 10: ring 1.05613, formula 1.05606
ring basis states = 51376
ring ground energy = -0.5053127 eV
energy change with larger cutoff = -3.8e-11 eV
ring gain beyond first order = 0.005308 eV
second-order formula A+2B = 0.005280 eV
relative deviation = 0.527 percent
doubled hopping = 0.100 eV
  ring gain = 0.021575 eV
  second-order formula = 0.021121 eV
  relative deviation = 2.151 percent
static t^4/Ep^3 coefficient at t/Ep = 0.05:
  chain -0.1252, four-site ring -0.3755
chain fourth-order gain estimate = 6.250e-06 eV
temperature = 300 K, kT = 0.02585 eV
coherent bandwidth 4t exp(-g^2) = 9.080e-06 eV
free-energy gain at this temperature = 0.005417 eV
dimer thermal test, t = 0.010 eV:
  exact 1.08341e-04 eV, formula 1.08338e-04 eV
dispersion d = -0.2: x1/x0 = +0.1010, limit gain = 0.005562 eV
dispersion d = +0.2: x1/x0 = -0.1010, limit gain = 0.004541 eV
```
